Orbital order and ionisation order in N₂: a referee's comment

**The argument under review**

The manuscript treats N₂ at a bond length of 1.10 Å and reasons as follows. A Hartree–Fock calculation in a large basis puts 1πu highest among the occupied orbitals, with 3σg just below it. By Koopmans' rule the energy needed to remove an electron from orbital k is −ε_k. The πu electron is therefore the easiest to remove, and the lowest state of N₂⁺ is ²Πu. The authors add that the rule neglects orbital relaxation, but that separately optimised Hartree–Fock ions give the same order.

The numbers are correct. In the cc-pVQZ basis −ε is 16.66 eV for 1πu and 17.24 eV for 3σg, and the optimised ions lie at 15.27 eV (²Πu) and 15.91 eV (²Σg⁺). The question is whether the conclusion follows from them.

**What the orbital energy measures**

I use atomic units, fixed nuclei and no relativity. The labels i, j denote occupied and a, b empty canonical spin orbitals of the neutral molecule, and ⟨pq||rs⟩ = ⟨pq|rs⟩ − ⟨pq|sr⟩. The Hartree–Fock energy, without the nuclear repulsion common to molecule and ion, is

E_HF = Σ_i h_ii + ½ Σ_ij ⟨ij||ij⟩.

Let Φ_k be the same determinant with spin orbital k removed. The one-electron sum loses h_kk. The double sum loses the terms with i = k and those with j = k, which are equal; the term i = j = k is zero. Hence

E(Φ_k) − E_HF = −h_kk − Σ_j ⟨kj||kj⟩ = −ε_k.

This is the expectation value of the energy for an ion with frozen orbitals and a single determinant. It is not an eigenvalue of the ion. The neutral energy cancels from the difference between two ionisation energies, so the order of the ion states depends on how far each true ion state lies below its own Φ_k. If these lowerings differ by more than the small orbital gap, the order can change.

**The leading correction**

Take the neutral Fock operator F as zeroth-order Hamiltonian for both molecule and ion, and V = H − F as perturbation. Zeroth and first order together give the expectation value of H, hence −ε_k. F is diagonal in the determinants, so the off-diagonal elements of V are those of H, and

I_k = −ε_k + E₂(ion, k) − E₂(neutral),

E₂ = −Σ_I |⟨I|H|0⟩|²/(E_I⁰ − E₀⁰),

where 0 is the reference determinant and I runs over the others.

In the neutral molecule single excitations do not couple, because their matrix element is F_ai = 0. Double excitations give

E₂(neutral) = −¼ Σ_ijab |⟨ab||ij⟩|²/(ε_a + ε_b − ε_i − ε_j).

The factor ¼ removes the double counting of the pairs ij and ab. In the ion, k is empty, and there are four kinds of excitation.

First, i → a. The field now lacks electron k, so the matrix element is F_ai − ⟨ak||ik⟩ = −⟨ak||ik⟩. These terms describe orbital relaxation and contribute −R_k, with

R_k = Σ_ia |⟨ak||ik⟩|²/(ε_a − ε_i).

The term i = k vanishes by antisymmetry and may stay in the sum.

Second, i → k. The element is F_ki − ⟨kk||ik⟩ = 0, since both parts vanish. The two degenerate π holes, chosen as πx and πy, also have different reflection symmetry and do not mix in higher order.

Third, i, j → k, a. The hole gives a pair of electrons a new place to go. These terms are absent in the neutral molecule. They include the case in which j is the opposite-spin partner of k; that determinant has the spatial occupation of i → a and only recouples the spins. For N₂ this is the smaller part of the class (in cc-pVTZ 0.30 of 2.68 eV for 3σg and 0.10 of 0.51 eV for 1πu), and the class is called new pair correlation below. It contributes −P_k, with

P_k = ½ Σ_(i,j≠k),a |⟨ka||ij⟩|²/(ε_k + ε_a − ε_i − ε_j).

Fourth, i, j → a, b with i, j ≠ k. These terms also occur in the neutral molecule and cancel in the difference. What remains are the neutral terms with i = k or j = k, two equal sets, which the ion has lost. Subtracting their negative energy gives +C_k, with

C_k = ½ Σ_jab |⟨ab||kj⟩|²/(ε_a + ε_b − ε_k − ε_j).

The result through second order is

I_k = −ε_k − R_k − P_k + C_k.

**The same result as a self-energy**

Extend the sum in P_k to all i and j. The added terms have i = k or j = k. They are two equal sets with denominator ε_a − ε_j, and with the factor ½ they add up to R_k. Thus R_k + P_k is one unrestricted sum. Now replace ε_k in the denominators by a variable w:

Σ_kk(w) = ½ Σ_ija |⟨ka||ij⟩|²/(w + ε_a − ε_i − ε_j) + ½ Σ_jab |⟨kj||ab⟩|²/(w + ε_j − ε_a − ε_b).

At w = ε_k the first sum is R_k + P_k and the second is −C_k, so I_k = −ε_k − Σ_kk(ε_k).

For a closed shell the spin sums can be done by hand. Fix the spin of k, let i, j, a now be spatial orbitals, and write X = (ki|ja) and Y = (kj|ia) in charge-cloud notation. If i, j and a all have the spin of k, the squared element is (X − Y)². If only i has it, the result is X²; if only j has it, Y². Half the total is X² + Y² − XY. The denominator is symmetric in i and j, so Y² may be replaced by X² under the sum, which leaves X(2X − Y). The second sum works in the same way:

Σ_kk(w) = Σ_ija (ki|ja)[2(ki|ja) − (kj|ia)]/(w + ε_a − ε_i − ε_j) + Σ_jab (ka|jb)[2(ka|jb) − (kb|ja)]/(w + ε_j − ε_a − ε_b).

As a test, H was applied directly to the neutral and ionised determinants in the STO-3G basis and the second-order terms were summed class by class. This reproduced −ε_k, R_k, P_k and C_k for three holes to about 10⁻¹² eV.

**What the corrections do to the order**

For N₂ at 1.10 Å in cc-pVQZ, in eV:

3σg: I = 17.237 − 1.683 − 2.698 + 2.018 = 14.87

1πu: I = 16.661 − 1.726 − 0.525 + 2.905 = 17.32

The order is reversed: ²Σg⁺ is now lowest. The next hole, 2σu, gives 21.203 − 1.248 − 4.063 + 1.760 = 17.65 eV and does not compete.

The reason is visible in the gap I(1πu) − I(3σg). It starts at −0.58 eV. Relaxation changes it by −0.04 eV, new pair correlation by 2.698 − 0.525 = +2.17 eV, and lost pair correlation by 2.905 − 2.018 = +0.89 eV. The sum is +2.44 eV. Relaxation is large for each state but nearly equal for the two, so it cannot repair the order. The larger part of the reversal comes from pairs that use the σg hole; the smaller part comes from the greater correlation lost with a πu electron. At second order either correlation term alone would outweigh the negative gap. This division is a second-order one, and its total shift of the gap, 3.0 eV, is larger than the 2.2 eV by which the coupled-cluster gap below exceeds the Koopmans gap in cc-pVTZ.

This also answers the authors' second point. Their optimised ions lie below the Koopmans values by 1.33 eV for 3σg and 1.39 eV for 1πu, which widens the wrong gap slightly, to −0.64 eV. Agreement between Koopmans' rule and optimised Hartree–Fock ions is no independent confirmation, because both omit the correlation that decides the matter. The second-order R_k is about a quarter larger than these lowerings. The two need not agree: R_k is a leading-order term and lets the two spins relax differently, which the restricted open-shell ions do not.

A limiting case shows where the authors' inference would hold. Replace V by λV with F fixed. The first-order part of I_k is zero, because F alone already gives −ε_k, and the second-order part scales as λ². The gap in eV is then

Δ(λ) = −0.576 + 3.016 λ².

For small λ the Koopmans order is right. It reverses at λ = √(0.576/3.016) ≈ 0.44, well before the physical value λ = 1, within this second-order model.

**How far the numbers can be trusted**

One check is to let the denominators respond to the shifted energy by solving

w = ε_k + Σ_kk(w), I_k = −w.

This is the diagonal Dyson equation. It is also what remains when a single hole of energy ε_k, coupled by elements v_μ to configurations of energy e_μ, is treated as a matrix eigenvalue problem. The rows for μ give y_μ = v_μ x/(w − e_μ), where x is the hole amplitude. Inserting this in the first row gives w = ε_k + Σ_μ v_μ²/(w − e_μ), which has the form of the self-energy above. Normalisation, x²[1 + Σ_μ v_μ²/(w − e_μ)²] = 1, gives the weight of the single hole,

Z = x² = 1/(1 − dΣ_kk/dw).

Since w − ε_k is itself of second order, this equation differs from the previous formula only from fourth order on. To linear order in the shift, w − ε_k ≈ Z Σ_kk(ε_k). For 3σg, Σ_kk(ε_k) = 17.237 − 14.875 = 2.362 eV and Z = 0.881 with the slope taken at the solution (with the slope at ε_k, Z is 0.869 and the estimate 15.18 eV), so I ≈ 17.237 − 2.081 = 15.16 eV; the full solution is 15.17 eV. For 1πu the full solution is 17.26 eV with Z = 0.911. The order stands, and both states are mainly single holes. The normalisation also shows when the one-hole picture fails: if |w − e_μ| at the solution is no larger than |v_μ| for some configuration μ, then Z is at most ½. A small denominator matters only in relation to its coupling.

An ionisation equation-of-motion coupled-cluster calculation with single and double excitations (IP-EOM-CCSD) gives 15.56 eV for ²Σg⁺ and 17.16 eV for ²Πu, in cc-pVTZ with frozen cores. It treats correlation more fully, but leaves out explicit triple excitations and the rest of the basis. In the same basis the Dyson values are 15.05 and 17.15 eV. Relative to the coupled-cluster result, the Dyson value is thus 0.5 eV too low for ²Σg⁺ and the Dyson gap is 0.5 eV too wide. The second-order self-energy restores the order, not quantitative accuracy. The close agreement for ²Πu should not be read as the general error of the method.

**Conditions on the claim**

Whether the Koopmans order is wrong depends on the basis and on the bond length. In STO-3G the Koopmans values are 14.66 eV for 3σg and 15.55 eV for 1πu. The order is right, but through basis error, since it is lost when the basis is improved. From cc-pVTZ to cc-pVQZ both values move by less than 0.04 eV and their gap hardly changes. The correlated values converge more slowly. The second-order ionisation energies rise by 0.12 eV from cc-pVTZ to cc-pVQZ and by a further 0.06 eV to cc-pV5Z, mainly through C_k, so their last digits belong to the basis. Both states move together, and the second-order gap stays at 2.44 eV in all three bases.

The bond length matters too. In cc-pVTZ the Koopmans gap I(1πu) − I(3σg) is +0.47 eV at 1.00 Å, −0.57 eV at 1.10 Å and −1.36 eV at 1.20 Å. The orbitals cross between the first two points, near 1.04 Å by linear interpolation. The Dyson gap is +2.74, +2.10 and +1.61 eV at the same points. The orbital crossing is therefore not accompanied by a crossing of the calculated ion states. The Dyson gap does shrink with distance, and nothing here fixes the order beyond 1.20 Å, where a single-determinant reference for a stretched triple bond also becomes doubtful.

**Recommendation**

The orbital energies may stay, labelled as frozen-orbital estimates. The assignment of ²Πu as the lowest ion state should be withdrawn and replaced by ²Σg⁺. The optimised Hartree–Fock ions should be presented as evidence that relaxation alone does not settle the order. The full values are in the numerical output below.

Numbers as computed

```
N2 bond length: 1.10 angstrom
1 hartree = 27.211386 eV
cc-pVQZ basis functions: 110
HF total energy, cc-pVTZ: -108.983007 hartree
HF total energy, cc-pVQZ: -108.990601 hartree
Largest determinant-sum minus formula difference, STO-3G: 2.2e-12 eV
STO-3G Koopmans energy 3sigma_g: 14.663 eV
STO-3G Koopmans energy 1pi_u: 15.548 eV
cc-pVQZ results by hole:
3sigma_g: Koopmans energy 17.237 eV
  relaxation R 1.683 eV, new pairs P 2.698 eV, lost pairs C 2.018 eV
  I at w=eps 14.875 eV, Dyson pole I 15.169 eV, Z 0.881 (no unit)
1pi_u: Koopmans energy 16.661 eV
  relaxation R 1.726 eV, new pairs P 0.525 eV, lost pairs C 2.905 eV
  I at w=eps 17.315 eV, Dyson pole I 17.257 eV, Z 0.911 (no unit)
2sigma_u: Koopmans energy 21.203 eV
  relaxation R 1.248 eV, new pairs P 4.063 eV, lost pairs C 1.760 eV
  I at w=eps 17.652 eV, Dyson pole I 18.256 eV, Z 0.845 (no unit)
Optimised ROHF ion, cc-pVQZ, 3sigma_g: 15.908 eV
Optimised ROHF ion, cc-pVQZ, 1pi_u: 15.272 eV
IP-EOM-CCSD, cc-pVTZ, 3sigma_g: 15.558 eV
IP-EOM-CCSD, cc-pVTZ, 1pi_u: 17.157 eV
IP-EOM-CCSD, cc-pVTZ, 2sigma_u: 18.839 eV
cc-pVTZ bond scan:
R=1.00 angstrom, 3sigma_g: Koopmans 17.438 eV, Dyson 15.300 eV
R=1.00 angstrom, 1pi_u: Koopmans 17.905 eV, Dyson 18.038 eV
R=1.10 angstrom, 3sigma_g: Koopmans 17.201 eV, Dyson 15.051 eV
R=1.10 angstrom, 1pi_u: Koopmans 16.627 eV, Dyson 17.149 eV
R=1.20 angstrom, 3sigma_g: Koopmans 16.920 eV, Dyson 14.865 eV
R=1.20 angstrom, 1pi_u: Koopmans 15.562 eV, Dyson 16.478 eV
```
